\section*{Temperature threshold for multiple marginal Bohm states in electronegative plasmas}

\section{One negative species}

Consider first a plasma of electrons and cold, singly charged positive ions of mass $M$. Temperatures are in energy units. Let $V$ be the electric potential, $V_c$ its value at the plasma centre, and
\begin{equation}
\phi=\frac{e(V_c-V)}{T_e}\ge 0,\qquad c_s=\sqrt{T_e/M}.
\label{eq:phi}
\end{equation}
With this sign, $\phi$ grows towards a negative wall. The electrons are in Boltzmann equilibrium, $n_e=n_{e0}e^{-\phi}$. The ions start from rest at the centre and fall without collisions, so $Mu^2/2=e(V_c-V)=T_e\phi$ and
\begin{equation}
u=c_s\sqrt{2\phi}.
\label{eq:energy}
\end{equation}
Where the plasma is quasineutral, the ion flux density is $n_{e0}c_s\,g(\phi)$ with
\begin{equation}
g=\sqrt{2\phi}\,e^{-\phi},\qquad
\frac{dg}{d\phi}=\frac{e^{-\phi}}{\sqrt{2\phi}}\,(1-2\phi).
\label{eq:simple}
\end{equation}
The flux density first rises because the ions accelerate and then falls because the density drops. It has one maximum, at $\phi=1/2$, where $u=c_s$. This is the marginal Bohm state: a quasineutral flow in a converging channel needs a rising flux density and cannot continue beyond the maximum.

Now add negative ions with the electron temperature. Both negative densities fall as $e^{-\phi}$, $g$ gains a constant factor, and the maximum stays where it was. Several marginal states therefore require two different temperatures. The question is how different they must be.

\section{Two negative species}

Let the negative ions also be in Boltzmann equilibrium, at temperature $T_n$, and define
\begin{equation}
\gamma=\frac{T_e}{T_n},\qquad \alpha=\frac{n_n}{n_e},\qquad
\alpha_0=\frac{n_{n0}}{n_{e0}}>0.
\end{equation}
The subscript $0$ denotes the centre and $s$ the sheath edge. The central ratio $\alpha_0$ is prescribed. Since $n_n=\alpha_0n_{e0}e^{-\gamma\phi}$,
\begin{equation}
\alpha_s=\alpha_0e^{-(\gamma-1)\phi_s}.
\label{eq:boltz}
\end{equation}
The total negative density in units of $n_{e0}$, and the quasineutral ion flux density in units of $n_{e0}c_s$, are
\begin{equation}
N(\phi)=e^{-\phi}+\alpha_0e^{-\gamma\phi},\qquad
G(\phi)=\sqrt{2\phi}\,N(\phi).
\label{eq:G}
\end{equation}
Ion production between centre and wall is neglected, so $G$ times the channel area is constant. Because $G(0)=0$, the ``centre'' is an idealized source region of very large area.

\subsection{The marginal condition}

The sheath is taken to be thin, planar and collisionless. Continuity, $n_iu=n_{is}u_s$, and \eqref{eq:energy} give $n_i/n_{e0}=N(\phi_s)\sqrt{\phi_s/\phi}$. The space charge divided by $en_{e0}$ is then
\begin{equation}
q(\phi)=N(\phi_s)\sqrt{\frac{\phi_s}{\phi}}-N(\phi)
=\frac{G(\phi_s)-G(\phi)}{\sqrt{2\phi}}.
\label{eq:q}
\end{equation}
Poisson's equation is $\epsilon_0V''=-en_{e0}q$. By \eqref{eq:phi}, $\phi''=-eV''/T_e$, and so
\begin{equation}
\lambda^2\phi''=q(\phi),\qquad \lambda^2=\frac{\epsilon_0T_e}{e^2n_{e0}}.
\label{eq:poisson}
\end{equation}

Close to the edge, $q\simeq-G'(\phi_s)(\phi-\phi_s)/\sqrt{2\phi_s}$. Differentiating \eqref{eq:G} gives $G'=N/\sqrt{2\phi}+\sqrt{2\phi}\,N'$, hence
\begin{equation}
-\frac{G'(\phi_s)}{\sqrt{2\phi_s}}
=-N'(\phi_s)-\frac{N(\phi_s)}{2\phi_s}
=e^{-\phi_s}\left[(1+\gamma\alpha_s)-\frac{1+\alpha_s}{2\phi_s}\right].
\label{eq:linear}
\end{equation}
The last form uses $N=e^{-\phi}(1+\alpha)$ and $-N'=e^{-\phi}(1+\gamma\alpha)$. If the bracket is positive, a small departure from neutrality at first grows monotonically, as the start of a sheath requires. Whether the growth continues to the wall depends on the full $q(\phi)$. If it is negative, the linear solution oscillates. The bracket vanishes when
\begin{equation}
\frac{u_s^2}{c_s^2}=2\phi_s=\frac{1+\alpha_s}{1+\gamma\alpha_s}.
\label{eq:bohm}
\end{equation}
This is the marginal Bohm condition. By \eqref{eq:linear} it is equivalent to $G'(\phi_s)=0$, so counting marginal states means counting stationary points of the flux density.

\subsection{The relation between edge and centre}

Solving \eqref{eq:boltz} for $\alpha_0$ and inserting $\phi_s$ from \eqref{eq:bohm} gives
\begin{equation}
\alpha_0=\alpha_s\exp\left[
\frac{(\gamma-1)(1+\alpha_s)}{2(1+\gamma\alpha_s)}\right].
\label{eq:master}
\end{equation}
Conversely, any positive $\alpha_s$ satisfying \eqref{eq:master} defines $\phi_s$ through \eqref{eq:bohm}, and \eqref{eq:boltz} then holds. For $\gamma\neq1$ different $\alpha_s$ belong to different $\phi_s$, so the marginal states are in one-to-one correspondence with the roots $\alpha_s$ of \eqref{eq:master}.

The exponent tends to $(\gamma-1)/2$ as $\alpha_s\to0$ and to $(\gamma-1)/(2\gamma)$ as $\alpha_s\to\infty$. Both limits are finite, so the right side runs continuously from $0$ to $\infty$ and at least one root exists for every $\alpha_0>0$. It is unique for every $\alpha_0$ if and only if the right side increases strictly.

\section{The threshold}

The fraction in the exponent has the derivative
\begin{equation}
\frac{d}{d\alpha_s}\frac{1+\alpha_s}{1+\gamma\alpha_s}
=\frac{(1+\gamma\alpha_s)-\gamma(1+\alpha_s)}{(1+\gamma\alpha_s)^2}
=-\frac{\gamma-1}{(1+\gamma\alpha_s)^2}.
\end{equation}
The logarithm of \eqref{eq:master} therefore obeys
\begin{equation}
\frac{d\ln\alpha_0}{d\alpha_s}=\frac1{\alpha_s}
-\frac{(\gamma-1)^2}{2(1+\gamma\alpha_s)^2}.
\end{equation}
Multiply by $\alpha_s$ and introduce $x=\gamma\alpha_s$:
\begin{equation}
\frac{d\ln\alpha_0}{d\ln\alpha_s}=1-K\frac{x}{(1+x)^2},\qquad
K=\frac{(\gamma-1)^2}{2\gamma}.
\label{eq:slope}
\end{equation}
The variable $x=(n_{ns}/T_n)/(n_{es}/T_e)$ compares how strongly the two negative densities respond to a small change of potential. From $(1+x)^2=4x+(1-x)^2$ it follows that
\begin{equation}
\frac{x}{(1+x)^2}\le\frac14,\qquad\text{with equality at }x=1\text{ alone}.
\label{eq:bound}
\end{equation}

If $K<4$, the slope \eqref{eq:slope} is positive everywhere. If $K=4$, it vanishes at the single point $x=1$ and is positive elsewhere, so the relation still increases strictly. If $K>4$, the slope is negative in an interval around $x=1$, and some values of $\alpha_0$ are taken more than once. Multiple states thus exist for some $\alpha_0$ if and only if $K>4$:
\begin{equation}
(\gamma-1)^2>8\gamma
\quad\Longleftrightarrow\quad \gamma^2-10\gamma+1>0.
\label{eq:quadratic}
\end{equation}
The quadratic has the zeros $5\pm\sqrt{24}=5\pm2\sqrt6$. For negative ions no hotter than the electrons, $\gamma\ge1$, the condition is
\begin{equation}
\boxed{\;\frac{T_e}{T_n}>5+2\sqrt6\simeq9.90\;}
\label{eq:result}
\end{equation}

The restriction $\gamma\ge1$ matters, because \eqref{eq:quadratic} also holds for $\gamma<5-2\sqrt6\simeq0.101$. The two thresholds are reciprocal, since $(5+2\sqrt6)(5-2\sqrt6)=25-24=1$. The second range is the first with the roles of electrons and negative ions exchanged, $\gamma\to1/\gamma$ and $\alpha_0\to1/\alpha_0$.

The mechanism can be read from \eqref{eq:slope}. For $\gamma>1$, a larger $\alpha_s$ lowers the marginal speed and hence the drop $\phi_s$. By \eqref{eq:boltz}, a smaller drop removes fewer negative ions on the way to the edge, which raises $\alpha_s$ further. The term $Kx/(1+x)^2$ is the gain of this loop, and multiplicity requires that it exceed one somewhere.

A numerical check located the threshold without using $\alpha_s$. Setting $G'=0$ gives $\alpha_0$ as a function of $\phi_s$, and bisection on the loss of monotonicity of that function gave $9.898980$, against $9.898979$ from the formula. Direct counts of flux extrema, with $\alpha_0$ scanned from $0.2$ to $5$, found at most one state at $\gamma=9.5$ and three at $\gamma=10.5$. On the mirror side they found at most one at $\gamma=0.1053$ and three at $\gamma=0.0909$.

\section{The window of central ratios}

Condition \eqref{eq:result} does not give several states for every $\alpha_0$. For $K>4$ the slope vanishes where $(1+x)^2=Kx$, that is, where $x^2-(K-2)x+1=0$:
\begin{equation}
x_\pm=\frac{K-2\pm\sqrt{(K-2)^2-4}}{2},\qquad x_+x_-=1.
\label{eq:folds}
\end{equation}
As $\alpha_s$ increases, $\alpha_0$ rises to a local maximum at $x_-$, falls to a local minimum at $x_+$ and rises again. Between these two extreme values of $\alpha_0$ there are three marginal states. At either end two of them merge, leaving two distinct states. Outside there is one.

The width of the window follows by integrating \eqref{eq:slope}. Put $x=e^y$, so that $x/(1+x)^2=\tfrac14\,\mathrm{sech}^2(y/2)$ and $d\ln\alpha_s=dy$. The folds lie at $y=\pm Y$ with $\cosh^2(Y/2)=K/4$, and
\begin{align}
\ln\frac{\alpha_0^{\max}}{\alpha_0^{\min}}
&=\int_{-Y}^{Y}\left[\frac K4\,\mathrm{sech}^2\frac y2-1\right]dy
=K\tanh\frac Y2-2Y.
\label{eq:width}
\end{align}

\subsection{Just above threshold}

Let $K=4(1+\varepsilon)$ with $0<\varepsilon\ll1$. For small $y$, $\mathrm{sech}^2(y/2)\simeq1-y^2/4$, and the integrand in \eqref{eq:width} is $\varepsilon-y^2/4$ to leading order. It vanishes at $Y=2\sqrt\varepsilon$, which gives
\begin{equation}
\ln\frac{\alpha_0^{\max}}{\alpha_0^{\min}}
\simeq2\varepsilon Y-\frac{Y^3}{6}
=4\varepsilon^{3/2}-\frac43\varepsilon^{3/2}
=\frac83\,\varepsilon^{3/2}.
\end{equation}
The window opens slowly, so a coarse scan of $\alpha_0$ can miss it close to threshold. It opens from the point $x=1$, where $\alpha_s=1/\gamma=5-2\sqrt6\simeq0.101$. There \eqref{eq:bohm} gives $\phi_s=(1+\alpha_s)/4\simeq0.275$. The exponent in \eqref{eq:master} becomes
\begin{equation}
\frac{(\gamma-1)(1+1/\gamma)}{4}=\frac{\gamma-1/\gamma}{4}
=\frac{4\sqrt6}{4}=\sqrt6,
\end{equation}
so $\alpha_0=(5-2\sqrt6)e^{\sqrt6}\simeq1.17$.

\subsection{Very cold negative ions}

For $\gamma\gg1$, $K\simeq\gamma/2$, $x_+\simeq\gamma/2$ and $x_-\simeq2/\gamma$. The fold ratios are $\alpha_s\simeq1/2$ and $\alpha_s\simeq2/\gamma^2$. In the first case the exponent of \eqref{eq:master} tends to $3/2$. In the second it is
\begin{equation}
\frac{\gamma-1}{2(1+2/\gamma)}\simeq\frac{\gamma-1}{2}\left(1-\frac2\gamma\right)
\simeq\frac{\gamma-3}{2}.
\end{equation}
Therefore
\begin{equation}
\alpha_0^{\min}\to\tfrac12e^{3/2},\qquad
\alpha_0^{\max}\simeq\frac{2}{\gamma^2}\,e^{(\gamma-3)/2}.
\end{equation}
The lower end stays finite, whereas the upper end grows exponentially. With so large a central ratio, negative ions still become scarce after a drop of order $T_e/e$, and an electron-controlled state survives.

\section{Which states can start a wall sheath}

A marginal state need not be a possible sheath edge. Take $\gamma>1$ and $\alpha_0$ inside the window, and number the states by increasing $\phi_s$. Since $G$ starts from zero, rises, and vanishes again at large $\phi$, its three stationary points are a maximum, a minimum and a maximum. At a marginal edge the linear charge is absent, and \eqref{eq:q} gives
\begin{equation}
q\simeq-\frac{G''(\phi_s)}{2\sqrt{2\phi_s}}\,(\phi-\phi_s)^2.
\end{equation}
States 1 and 3 have positive charge next to the edge. State 2 has negative charge there and cannot start a sheath in which $\phi$ rises towards the wall.

The sheath must also continue to the wall, taken here to be strongly negative. Multiply \eqref{eq:poisson} by $\phi'$ and integrate from the edge, where the field is negligible on the sheath scale:
\begin{equation}
\frac{\lambda^2}{2}\phi'^2=S(\phi)\equiv\int_{\phi_s}^{\phi}q\,d\phi .
\label{eq:S}
\end{equation}
Using \eqref{eq:q} and $\int d\phi/\sqrt{2\phi}=\sqrt{2\phi}$,
\begin{align}
S(\phi)={}&G(\phi_s)\left(\sqrt{2\phi}-\sqrt{2\phi_s}\right)
+e^{-\phi}-e^{-\phi_s}\nonumber\\
&+\frac{\alpha_0}{\gamma}\left(e^{-\gamma\phi}-e^{-\gamma\phi_s}\right).
\label{eq:Sexplicit}
\end{align}
In units of $n_{e0}T_e$, $S$ is the electric field energy density $\epsilon_0E^2/2$, and it must stay positive beyond the edge.

For state 3, $G$ decreases at all larger $\phi$, so $q>0$ and the sheath is complete. Reaching this edge is the difficulty. In a monotonically converging channel $G$ must increase along the flow, but it decreases between states 1 and 2. A continuous quasineutral flow from the centre therefore ends at state 1. In such a channel it does not reach state 3. Since $G$ times the area is constant, getting there continuously requires a channel that widens again between states 1 and 2 and then narrows up to state 3.

For state 1 there are two cases. If its flux maximum is the higher one, $q$ is nowhere negative and the sheath is complete. If state 3 has the higher maximum, $q$ becomes negative over an interval, and $S$ must be checked where that interval ends.

\section{A worked example}

Take round parameters $T_e=3$~eV, $T_n=0.15$~eV and $M=40$~u, so that $\gamma=20$ and $c_s=2690$~m/s. Then $K=19^2/40=9.025$, and \eqref{eq:folds} gives
\begin{equation}
x_\pm=\frac{7.025\pm6.734}{2}=6.880,\ 0.145,
\end{equation}
or $\alpha_s=x_\pm/20=0.3440$ and $0.00727$. At the first fold, \eqref{eq:master} yields
\begin{equation}
\alpha_0^{\min}=0.3440\,\exp\left[\frac{19\times1.3440}{2\times7.880}\right]
=0.3440\,e^{1.620}=1.74.
\end{equation}
The second fold gives $\alpha_0^{\max}=30.9$. Three marginal states exist between these values. Their ratio, $17.8$, agrees with \eqref{eq:width}.

The states for two central ratios are listed below. The flux density $\Gamma$ is in units of $n_{i0}c_s$, with $n_{i0}=(1+\alpha_0)n_{e0}$.

\begin{center}
\begin{tabular}{cccccc}
$\alpha_0$ & state & drop (V) & $\alpha_s$ & $u_s$ (m/s) & $\Gamma$\\
\hline
2 & 1 & 0.176 & 0.657 & 921 & 0.178\\
2 & 2 & 0.371 & 0.191 & 1338 & 0.174\\
2 & 3 & 1.496 & 0.00015 & 2686 & 0.202\\
3 & 1 & 0.126 & 1.352 & 779 & 0.163\\
3 & 2 & 0.524 & 0.109 & 1590 & 0.138\\
3 & 3 & 1.493 & 0.00023 & 2684 & 0.152
\end{tabular}
\end{center}

The first row can be verified by hand. With $\alpha_s=0.657$, \eqref{eq:bohm} gives $2\phi_s=1.657/14.14=0.117$. The drop is $0.0586\times3$~V $=0.176$~V, and the speed is $\sqrt{0.117}\,c_s=0.342\,c_s$. In state 3 almost no negative ions reach the edge, and the speed is within $0.3\%$ of $c_s$, the value for $\alpha_0=0$. In state 1 the negative ions hold the speed well below $c_s$. The drop to state 1 is comparable with $T_n/e=0.15$~V, so the numbers of this example, including the window of $\alpha_0$, apply only if the positive ions are much colder than the negative ions.

For $\alpha_0=3$, state 1 has the higher flux maximum and supports a complete sheath. For $\alpha_0=2$, state 3 has the higher maximum. The charge behind state 1 turns negative and becomes positive again at $\phi=0.943$. There \eqref{eq:Sexplicit}, with $G(\phi_s)=3\times0.1783=0.535$, gives
\begin{equation}
S=0.551-0.553-0.031=-0.033.
\end{equation}
A negative field energy is impossible, so state 1 at $\alpha_0=2$ cannot carry a sheath to a strongly negative wall, although it satisfies the marginal Bohm condition and has positive charge beside the edge.

The two flux maxima are equal at $\alpha_0=2.62$, but the value of $S$ at the end of the negative-charge interval rises through zero already at $\alpha_0=2.36$. Between these values the sheath of state 1 contains a layer of negative charge and is still complete. For $1.74<\alpha_0<2.36$, state 1 cannot carry the sheath and state 3 cannot be reached by a continuous quasineutral flow in a monotonically converging channel. What the plasma does instead in this range is not determined here.

\section{Dependence on the ion energy}

The derivation above used full conversion of potential energy into directed ion energy. Suppose instead that collisions leave the ions with one common speed at the edge and a fixed fraction $\eta$ of that energy, $u_s^2=2\eta\phi_s c_s^2$, while the sheath itself remains collisionless. For a given $\alpha_s$, the marginal speed in \eqref{eq:bohm} is unchanged, but $\phi_s$ is larger by the factor $1/\eta$. The exponent in \eqref{eq:master} and the gain in \eqref{eq:slope} increase by the same factor. The condition $K/\eta>4$ becomes
\begin{equation}
(\gamma-1)^2>8\eta\gamma
\quad\Longrightarrow\quad
\gamma>1+4\eta+2\sqrt{2\eta(1+2\eta)}
\label{eq:eta}
\end{equation}
for $\gamma\ge1$. At $\eta=1$ this returns \eqref{eq:result}, and for a constant $\eta<1$ the threshold is lower. If $\eta<1$ is constant along the whole path, the marginal states are no longer stationary points of the flux density. Condition \eqref{eq:eta} therefore counts solutions of the Bohm condition and does not show that a flow reaches them. In a real presheath $\eta$ varies with the plasma state, and then even the direction of the shift in \eqref{eq:eta} need not hold. Take a planar cold-ion fluid with ions created at rest by ionization. Momentum balance gives $u^2/c_s^2=P/N$ with $P=\int_0^\phi N\,d\phi$, and \eqref{eq:bohm} reads $P=N^2/(-N')$. Differentiating at fixed $\alpha_0$, the folds obey $NN''=3N'^2$. The same equation follows from $2\phi=N/(-N')$ in free fall. It is $2x^2+(6-\gamma-1/\gamma)x+2=0$, with two positive roots for $\gamma+1/\gamma>10$. The threshold is again $5+2\sqrt6$, although $\eta\simeq0.86$ at the critical state of this model, for which \eqref{eq:eta} would give $8.8$.

In a kinetic description, ionization spread through the presheath gives the ions a distribution of speeds, and \eqref{eq:bohm} must then be replaced by a condition on that distribution. For a planar collisionless plasma with ions created at rest, the drop at $\alpha_0=0$ is $\phi_s=0.854$ and the threshold is higher, $\gamma\simeq10.8$. Non-Boltzmann negative ions change both \eqref{eq:boltz} and \eqref{eq:bohm}, since the term $\gamma\alpha_s$ is their Boltzmann response. Warm positive ions leave \eqref{eq:boltz} intact but change \eqref{eq:bohm}. In each case the threshold has to be derived again. The tabulated values, with further digits, are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Critical Te/Tn, formula (dimensionless): 9.898979
Critical Te/Tn, numerical bisection: 9.898980
Mirror threshold Te/Tn: 0.101021
Critical edge ratio alpha_s: 0.101021
Critical edge potential phi_s (Te/e): 0.275255
Critical central ratio alpha0: 1.170064
Largest number of marginal states, alpha0 scanned from 0.2 to 5:
  Te/Tn = 0.0909: 3
  Te/Tn = 0.1053: 1
  Te/Tn = 1.0000: 1
  Te/Tn = 5.0000: 1
  Te/Tn = 9.5000: 1
  Te/Tn = 10.5000: 3
Example: Te = 3.00 eV, Tn = 0.15 eV, M = 40 u
Example Te/Tn: 20.00
Sound speed c_s: 2690.1 m/s
Fold edge ratios alpha_s: 0.007268 and 0.343982
Window of alpha0 with three states: 1.7388 to 30.8873
alpha0 = 2.0, state 1:
  phi_s = 0.05860 Te/e, drop = 0.1758 V
  alpha_s = 6.5693e-01
  u_s = 920.9 m/s = 0.3423 c_s
  flux = 0.17831 n_i0 c_s
alpha0 = 2.0, state 2:
  phi_s = 0.12374 Te/e, drop = 0.3712 V
  alpha_s = 1.9052e-01
  u_s = 1338.3 m/s = 0.4975 c_s
  flux = 0.17444 n_i0 c_s
alpha0 = 2.0, state 3:
  phi_s = 0.49854 Te/e, drop = 1.4956 V
  alpha_s = 1.5391e-04
  u_s = 2686.1 m/s = 0.9985 c_s
  flux = 0.20221 n_i0 c_s
alpha0 = 3.0, state 1:
  phi_s = 0.04194 Te/e, drop = 0.1258 V
  alpha_s = 1.3523e+00
  u_s = 779.1 m/s = 0.2896 c_s
  flux = 0.16332 n_i0 c_s
alpha0 = 3.0, state 2:
  phi_s = 0.17458 Te/e, drop = 0.5238 V
  alpha_s = 1.0877e-01
  u_s = 1589.6 m/s = 0.5909 c_s
  flux = 0.13756 n_i0 c_s
alpha0 = 3.0, state 3:
  phi_s = 0.49779 Te/e, drop = 1.4934 V
  alpha_s = 2.3421e-04
  u_s = 2684.1 m/s = 0.9978 c_s
  flux = 0.15167 n_i0 c_s
alpha0 with equal flux maxima: 2.6222
alpha0 above which state 1 carries a full sheath: 2.3551
alpha0 = 2: charge turns positive again at phi = 0.9426 Te/e
alpha0 = 2: sheath integral there = -0.03309 n_e0 Te
\end{verbatim}
